# Perfect heat transmission through an evanescent channel between identical plates

## 1. A case that can be seen through

Two identical plates face each other across a vacuum gap \(d\). A fluctuating potential with in-plane wave number \(k\) leaks out of one plate and decays as \(e^{-kz}\). Let it reflect at either surface with a purely imaginary coefficient \(-r\), where \(r=iR\) and \(R>0\), and put \(y=Re^{-kd}\). The transmission derived in section 5 becomes

\[
T=\frac{4y^2}{(1+y^2)^2},\qquad 
1-T=\frac{(1+y^2)^2-4y^2}{(1+y^2)^2}=\left(\frac{1-y^2}{1+y^2}\right)^2 .
\]

So \(T\le1\), and \(T=1\) when \(y=1\), that is \(R=e^{kd}\). For small \(y\) too little field crosses the gap. For large \(y\) the repeated reflections weaken the decaying wave so strongly that the flux falls again. The condition turns out to hold for any phase of \(r\), provided the plates absorb.

## 2. Model and reflection coefficient

We use Gaussian units and fields varying as \(e^{i\mathbf k\cdot\mathbf x-i\omega t}\). The plates fill \(z<0\) and \(z>d\). They are non-magnetic and isotropic, with a local permittivity \(\varepsilon(\omega)\), which does not depend on \(k\), and \(\operatorname{Im}\varepsilon>0\) for \(\omega>0\). The electrostatic limit requires \(k\gg\omega/c\) and \(k\gg\sqrt{|\varepsilon|}\,\omega/c\). Then \(\mathbf E=-\nabla\phi\), and Laplace's equation gives \(\phi\propto e^{\pm kz}\).

Let a potential of unit amplitude reach the second plate. With \(\zeta=z-d\),

\[
\phi=e^{-k\zeta}+\rho e^{k\zeta}\ (\zeta<0),\qquad \phi=te^{-k\zeta}\ (\zeta>0).
\]

Continuity of \(\phi\) gives \(1+\rho=t\). Continuity of the normal displacement \(-\varepsilon\,\partial_z\phi\) gives \(1-\rho=\varepsilon t\). Eliminating \(t\),

\[
\rho=\frac{1-\varepsilon}{1+\varepsilon}=-r,\qquad r=\frac{\varepsilon-1}{\varepsilon+1}.
\]

Multiplying numerator and denominator by \(\varepsilon^*+1\) gives

\[
\operatorname{Im}r=\frac{2\operatorname{Im}\varepsilon}{|\varepsilon+1|^2}>0 .
\]

Moreover \(|\varepsilon-1|^2-|\varepsilon+1|^2=-4\operatorname{Re}\varepsilon\), so \(|r|>1\) precisely when \(\operatorname{Re}\varepsilon<0\). This violates no conservation law: a single evanescent potential carries no energy across the gap, so \(|r|^2\) is not a ratio of energy fluxes.

## 3. Energy flux in the gap

Let \(\mathbf J_t=\mathbf J+\partial_t\mathbf E/4\pi\) be the total current, which has zero divergence. Then

\[
\nabla\cdot(\phi\mathbf J_t)=\nabla\phi\cdot\mathbf J_t=-\mathbf E\cdot\mathbf J_t .
\]

The right side is minus the work done on the current and minus the growth of field energy, so \(\phi\mathbf J_t\) is the energy flux. In the gap \(\mathbf J=0\). Write

\[
\phi=Ae^{-kz}+Be^{kz},\qquad E_z=k(Ae^{-kz}-Be^{kz}).
\]

Spectra here are two-sided: a mean product is the integral of its spectrum over \(d\omega/2\pi\) from \(-\infty\) to \(\infty\) and over \(d^2k/(2\pi)^2\). Since \(\partial_t\to-i\omega\), the flux spectrum is the real part of \(-i\omega\phi^*E_z/4\pi\), with

\[
\phi^*E_z=k\left[|A|^2e^{-2kz}-|B|^2e^{2kz}+AB^*-A^*B\right].
\]

The first two terms are real and drop out after multiplication by \(-i\omega\). The last two equal \(2i\operatorname{Im}(AB^*)\). Hence

\[
S_z=\frac{\omega k}{2\pi}\operatorname{Im}(AB^*).
\]

Energy crosses the gap only if both exponentials are present and their phase difference is not a multiple of \(\pi\).

## 4. Repeated reflection and the source

Let \(s\) be the amplitude that plate 1, standing alone, sends out by its own fluctuations. With plate 2 present,

\[
A=s-rB,\qquad Be^{kd}=-rAe^{-kd}.
\]

The second relation gives \(B=-re^{-2kd}A\). Put into the first, it gives

\[
A=\frac{s}{1-r^2e^{-2kd}} .
\]

Also \(AB^*=-r^*e^{-2kd}|A|^2\), and \(\operatorname{Im}(-r^*)=\operatorname{Im}r\). The flux into plate 2 is therefore

\[
S_z=\frac{\omega k}{2\pi}\,\frac{\operatorname{Im}r\;e^{-2kd}}{|1-r^2e^{-2kd}|^2}\,|s|^2 .
\]

The spectrum of \(s\) follows from thermal equilibrium inside plate 1. For any observable \(X\) put \(G(\omega)=\int dt\,e^{i\omega t}\langle X(t)X(0)\rangle\). Under a perturbation \(-f_0X\cos\omega t\), the golden rule gives absorption at the rate \(f_0^2G(\omega)/4\hbar^2\) and emission at the rate \(f_0^2G(-\omega)/4\hbar^2\). The net power also equals \(\tfrac12\omega f_0^2\operatorname{Im}\chi\), where \(\chi\) is the response of \(X\) to the force. Equating the two,

\[
\operatorname{Im}\chi=\frac{G(\omega)-G(-\omega)}{2\hbar}.
\]

At temperature \(\Theta\), Boltzmann weights give \(G(-\omega)=e^{-\hbar\omega/k_B\Theta}G(\omega)\). The symmetrized spectrum is then

\[
\frac{G(\omega)+G(-\omega)}2=\hbar\coth\!\left(\frac{\hbar\omega}{2k_B\Theta}\right)\operatorname{Im}\chi
=2\hbar\left(n+\tfrac12\right)\operatorname{Im}\chi,
\]

with \(n=1/(e^{\hbar\omega/k_B\Theta}-1)\).

To find \(\chi\) for the surface potential, put an external charge sheet \(\sigma\) just outside plate 1. In vacuum its potential is \((2\pi/k)\sigma e^{-k|z|}\), because the jump of \(E_z\) must be \(4\pi\sigma\). With the reflected part, \(\phi(0)=(2\pi/k)(1-r)\sigma\). The coupling energy is \(+\sigma\phi\), so the force conjugate to \(\phi\) is \(-\sigma\), and

\[
\chi=-\frac{2\pi}{k}(1-r),\qquad \operatorname{Im}\chi=\frac{2\pi}{k}\operatorname{Im}r .
\]

Thus \(|s|^2\) has the spectrum \(2\hbar(n_1+\tfrac12)(2\pi/k)\operatorname{Im}r\).

## 5. The transmission

The flux spectrum is even in \(\omega\), so negative frequencies double the positive ones. The prefactors combine as

\[
2\cdot\frac{\omega k}{2\pi}\cdot2\hbar\left(n_1+\tfrac12\right)\frac{2\pi}{k}=4\hbar\omega\left(n_1+\tfrac12\right).
\]

Plate 2 sends back the same expression with \(n_2\). The two sources are independent, so the fluxes subtract and the zero-point terms cancel:

\[
Q=\int_0^\infty\frac{d\omega}{2\pi}\int\frac{d^2k}{(2\pi)^2}\,\hbar\omega(n_1-n_2)\,T,
\qquad
T=\frac{4(\operatorname{Im}r)^2e^{-2kd}}{|1-r^2e^{-2kd}|^2}.
\]

This has the Landauer form: each channel \((\omega,\mathbf k)\) carries \(\hbar\omega(n_1-n_2)\,d\omega/2\pi\) times its transmission.

## 6. Proof of the condition

Put \(w=re^{-kd}=a+ib\), with \(b>0\). Then \(T=4b^2/|1-w^2|^2\). Expanding the denominator,

\[
|1-w^2|^2=1-2\operatorname{Re}w^2+|w|^4=1-2a^2+2b^2+|w|^4 .
\]

Subtract \(4b^2\):

\[
|1-w^2|^2-4b^2=1-2(a^2+b^2)+|w|^4=(1-|w|^2)^2 .
\]

Therefore

\[
\boxed{\,1-T=\frac{(1-|w|^2)^2}{|1-w^2|^2}\,},\qquad |w|=|r|e^{-kd}.
\]

Absorption makes \(w\) non-real, so the denominator cannot vanish. Hence \(T\le1\), with equality if and only if \(|r|=e^{kd}\). The solution \(k=\ln|r|/d\) is positive only for \(|r|>1\), which means \(\operatorname{Re}\varepsilon<0\).

## 7. Line shape and limits

Let \(r=|r|e^{i\theta}\) with \(0<\theta<\pi\), and \(v=\ln|r|-kd\), so that \(w=e^{v+i\theta}\). Then

\[
|1-w^2|^2=|w|^2|w^{-1}-w|^2=4|w|^2|\sinh(v+i\theta)|^2 .
\]

Since \(\sinh(v+i\theta)=\sinh v\cos\theta+i\cosh v\sin\theta\) and \(\cosh^2v=1+\sinh^2v\), the squared modulus is \(\sinh^2v+\sin^2\theta\). With \(\operatorname{Im}w=|w|\sin\theta\),

\[
T=\frac{\sin^2\theta}{\sin^2\theta+\sinh^2(kd-\ln|r|)} .
\]

At fixed frequency, with \(|r|>1\), this is a peak in \(kd\) centred on \(\ln|r|\) and symmetric as far as \(kd>0\) allows. It falls to one half at a distance \(\operatorname{arsinh}(\sin\theta)\) from the maximum; on the low side this point exists only if \(\ln|r|\) exceeds that distance.

**Large \(k\).** For \(|w|\ll1\) the denominator of \(T\) tends to one, and \(T\approx4(\operatorname{Im}r)^2e^{-2kd}\). Repeated reflection no longer matters.

**Strong coupling.** For \(|w|\gg1\), \(A\approx-s/w^2\), and \(T\approx4\sin^2\theta/|w|^2\). The second plate makes the decaying wave much weaker than the amplitude \(s\) that the first would send out alone.

**Weak loss.** As \(\sin\theta\to0\) with \(|r|>1\), the peak keeps its height and its width vanishes. If \(r\) is made real first, then \(T=0\) everywhere except at \(|r|=e^{kd}\), where the formula reads \(0/0\). Perfect transmission thus needs some absorption, but not too much. For given \(kd\), the condition \(|\varepsilon-1|=e^{kd}|\varepsilon+1|\) describes a circle in the complex \(\varepsilon\) plane with centre \(-\coth kd\) and radius \(1/\sinh kd\), so \(\operatorname{Im}\varepsilon\) cannot exceed \(1/\sinh kd\). A lossless plate neither emits nor absorbs.

**Positive \(\operatorname{Re}\varepsilon\).** Now \(|r|<1\), and \(T\) falls steadily with \(k\). Its upper limit is approached as \(kd\to0\) within the electrostatic formula. There \(1-r^2=4\varepsilon/(\varepsilon+1)^2\), so

\[
T\to\frac{16(\operatorname{Im}\varepsilon)^2/|\varepsilon+1|^4}{16|\varepsilon|^2/|\varepsilon+1|^4}
=\left(\frac{\operatorname{Im}\varepsilon}{|\varepsilon|}\right)^2<1 .
\]

## 8. Unequal plates

For unequal plates the source contributes \(\operatorname{Im}r_1\), the absorber \(\operatorname{Im}r_2\), and the round trip \(r_1r_2e^{-2kd}\). With \(w_j=r_je^{-kd}\),

\[
T=\frac{4\operatorname{Im}w_1\operatorname{Im}w_2}{|1-w_1w_2|^2}.
\]

Because \(|w_1w_2|=|w_1w_2^*|\),

\[
|1-w_1w_2|^2-|1-w_1w_2^*|^2=2\operatorname{Re}(w_1w_2^*-w_1w_2)=4\operatorname{Im}w_1\operatorname{Im}w_2 ,
\]

and so

\[
1-T=\frac{|1-w_1w_2^*|^2}{|1-w_1w_2|^2}.
\]

Perfection requires \(w_1w_2^*=1\), or \(r_2=e^{2kd}/r_1^*\). This fixes the phase as well as the magnitude: \(r_1\) and \(r_2\) must have equal phases. Identical plates meet the phase condition automatically, which leaves \(|r|=e^{kd}\).

## 9. Adding up the channels

At one frequency the heat flux contains \(I=\int_0^\infty xT\,dx\), with \(x=kd\). Let \(q=e^{-2x}\). Since

\[
\operatorname{Im}\frac{r^2}{1-r^2q}=\frac{\operatorname{Im}r^2}{|1-r^2q|^2},\qquad \operatorname{Im}r^2=2\operatorname{Re}r\operatorname{Im}r,
\]

we have

\[
I=\frac{2\operatorname{Im}r}{\operatorname{Re}r}\operatorname{Im}\int_0^\infty\frac{x\,r^2e^{-2x}}{1-r^2e^{-2x}}\,dx .
\]

For \(|r|<1\) expand in powers of \(r^2\) and use \(\int_0^\infty xe^{-2mx}dx=1/4m^2\). The integral is \(\tfrac14\sum_m r^{2m}/m^2=\tfrac14\operatorname{Li}_2(r^2)\), so

\[
I=\frac{\operatorname{Im}r}{2\operatorname{Re}r}\operatorname{Im}\operatorname{Li}_2(r^2).
\]

Both the integral and the dilogarithm are analytic in \(r^2\) away from the real axis above 1. An absorbing plate never has \(r^2\) there, so the result extends to \(|r|>1\). At \(\operatorname{Re}r=0\) its limit is taken. With \(d^2k/(2\pi)^2\to x\,dx/(2\pi d^2)\),

\[
Q=\frac1{4\pi^2d^2}\int_0^\infty d\omega\,\hbar\omega(n_1-n_2)\,I(\omega).
\]

## 10. Worked example: a polar crystal

Take rough, rounded parameters typical of cubic silicon carbide in

\[
\varepsilon(E)=\varepsilon_\infty\left[1+\frac{E_L^2-E_T^2}{E_T^2-E^2-i\Gamma E}\right],\qquad E=\hbar\omega:
\]

\(\varepsilon_\infty=6.5\), \(E_T=99\) meV, \(E_L=120\) meV, \(\Gamma=0.6\) meV. The gap is 20 nm and the plates are at 400 K and 300 K. At \(E=117\) meV,

\[
\varepsilon=6.5\left[1+\frac{4599}{-3888-70.2i}\right]=-1.186+0.139i,
\]
\[
r=\frac{-2.186+0.139i}{-0.186+0.139i}=7.91+5.15i .
\]

Thus \(|r|=9.43\) and \(\theta=33.1^\circ\). The perfect channel has

\[
kd=\ln 9.43=2.244,\qquad k=\frac{2.244}{20\ \text{nm}}=0.112\ \text{nm}^{-1}=1.12\times10^6\ \text{cm}^{-1}.
\]

The half-width in \(kd\) is \(\operatorname{arsinh}(\sin33.1^\circ)=0.52\). With \(\operatorname{Im}\varepsilon\) ten times smaller and \(\operatorname{Re}\varepsilon\) held fixed, it is 0.068.

The transmission was also computed without using \(r\): fluctuating polarization was placed throughout plate 1, and the heat released in the volume of plate 2 was integrated. At 0.5, 0.75, 1, 1.25 and 1.5 times the perfect \(k\) this gives 0.136, 0.460, 1.000, 0.460 and 0.136. The symmetry is that of \(\sinh^2\) in section 7. The same calculation gives \(I=2.908\), in agreement with the dilogarithm formula.

Now hold \(kd=1.5\) and vary the energy. The largest \(|r|\) is 15.1, at 117.4 meV, and there is a perfect energy on each side of it: 116.2 and 118.2 meV. Between them, at 117.4 meV, \(T\) drops to 0.29, because \(|r|\) exceeds \(e^{1.5}=4.48\) and the coupling is too strong. The two energies merge at \(kd=\ln15.12=2.72\). Beyond that no energy satisfies the condition: at \(kd=3.22\) the best value of \(T\) is 0.79.

The total electrostatic flux is \(3.3\times10^5\) W/m², or 33 W/cm². Black bodies at the same temperatures exchange 992 W/m², about 330 times less. Energies between \(E_T\) and \(E_L\), where \(\operatorname{Re}\varepsilon\) is negative apart from small shifts due to damping, carry 99% of the model's flux.

## 11. Where the model stands beside real plates

**Retardation.** The perfect \(k\) is 189 times \(\omega/c\). With retardation the decay constants are \(\kappa_0=\sqrt{k^2-\omega^2/c^2}\) in vacuum and \(\kappa=\sqrt{k^2-\varepsilon\omega^2/c^2}\) in the plate. Continuity of \(H\) and of \(\partial_zH/\varepsilon\) then gives \(r=(\varepsilon\kappa_0-\kappa)/(\varepsilon\kappa_0+\kappa)\). Using this \(r\), and \(\kappa_0\) for \(k\), in the formula for \(T\) estimates the loss of transmission at about \(10^{-7}\). The total flux also omits radiative channels. If all channels with \(k<\sqrt{\varepsilon(0)}\,\omega/c\) were perfect in both polarizations, they would carry \(\varepsilon(0)=9.55\) times the black-body flux, about 3% of the total. This is a rough size, since \(\varepsilon\) varies with energy.

**Material.** For a lattice constant \(a\) near 0.44 nm and a transverse optical branch about 4 meV wide, a shift of the form \(4\sin^2(ka/4)\) meV is \(6\times10^{-4}\) meV, far below \(\Gamma\). The longitudinal branch is several times wider, but its shift is still far below \(\Gamma\). Small shifts at this \(k\) do not by themselves make the response local, however. Just below \(E_L\) the crystal also has longitudinal phonons of much shorter wavelength. The surface field can excite them, depending on how the surface ions are bound, and they then act as an extra loss that the local model leaves out. Ordinary damping has a clear effect too. Doubling \(\Gamma\) in both plates, as a trial for hotter or poorer crystals, lowers \(|r|\) to 6.7 and moves the perfect \(kd\) to 1.90; at the old \(k\), \(T=0.82\). Plates at different temperatures are also not quite identical, because phonon energies fall as a crystal warms. If \(E_T\) and \(E_L\) are both 0.2 meV lower in the hot plate, a trial value, then \(T=0.90\) at the old \(k\), and the total flux falls by about 3%. Doping with \(10^{17}\) carriers per cm³ (assumed mass \(0.4m\), mobility 300 cm²/(V s)) adds a Drude term and gives \(T=0.98\) at the old \(k\). With these carriers in both plates, the local Drude term raises the total flux by 7 to 8%. This is only a rough size: the screening length of the carriers, about 13 nm, is not small compared with \(1/k\), so a local term is unreliable at the low energies where carriers add flux.

**Geometry and air.** At the old \(k\), a gap of 21 nm gives \(T=0.96\). In this channel the heating falls by a factor \(e\) over a depth \(1/2k=4.5\) nm. A free plate of thickness \(h\) also reflects at its back surface. Seen from inside, each surface reflects the potential with coefficient \(r\), so a round trip in the plate has the factor \(r^2e^{-2kh}\), and this must be small for the plate to act as a half-space. Since \(|r|=e^{kd}\) here, its size is \(e^{-2k(h-d)}\), and \(h\) must exceed the gap by several times 4.5 nm. At the same energy, channels of smaller \(k\) need a thicker plate. The total flux therefore settles more slowly: with two free plates 38 nm thick, \(T\) at the old \(k\) is above 0.999, but the total flux is still about 16% above the half-space value; at 100 nm the excess is under 2%.

Of the effects estimated here, air in the gap can be the largest. Air molecules crossing the gap without collisions arrive at the rate \(p/\sqrt{2\pi Mk_B\Theta}\) per area, where \(M\) is the molecular mass. Each carries \(2k_B\Theta\) of translational and \(k_B\Theta\) of rotational energy. If they take up the temperature of each plate fully, air at 23 Torr carries as much heat as the near field. At 760 Torr the same estimate gives about 33 times the near-field flux. The figure of 33 W/cm² therefore applies to an evacuated gap between thick (100 nm or more), undoped plates that are smooth and parallel, with no solid spacers, and only for the damping assumed: with \(\Gamma\) doubled the model gives 40 W/cm², and with \(\Gamma\) halved 25 W/cm². The numerical output below lists most of the values used here.

## Calculated quantities

```
eps_inf 6.5, TO 99.0 meV, LO 120.0 meV, damping 0.6 meV
gap 20.0 nm, photon energy 117.0 meV, plates 400.0 K and 300.0 K
permittivity: real -1.1862, imaginary 0.1388
r: real 7.9058, imaginary 5.1483
|r| = 9.4344, phase 33.07 deg
perfect channel: kd = 2.2444, k = 0.1122 1/nm
same wave number: 1.122e+06 1/cm
T from volume sources at 0.5 k_perfect: 0.1364
T from volume sources at 0.75 k_perfect: 0.4602
T from volume sources at 1.0 k_perfect: 1.0000
T from volume sources at 1.25 k_perfect: 0.4602
T from volume sources at 1.5 k_perfect: 0.1364
half-width of peak in kd: 0.5217
half-width in kd with Im eps ten times smaller: 0.0680
largest |r|: 15.124 at 117.402 meV
largest kd with a perfect frequency: 2.7163
perfect energies at kd = 1.5: 116.247 and 118.237 meV
T at 117.402 meV and kd = 1.5: 0.2947
best T over energy at kd = 3.2163: 0.7853
integral of x T dx at 117.0 meV: closed form 2.90766, volume sources 2.90766
total electrostatic heat flux: 3.3100e+05 W/m2 = 33.100 W/cm2
share of flux between TO and LO energies: 0.9944
black-body flux: 992.3 W/m2, ratio 333.6
retardation: k c/omega = 189.3, |r| becomes 9.4355
retardation: 1 - T at k_perfect = 8.13e-08
static permittivity 9.550, rough ceiling of radiative channels 9477 W/m2
that ceiling relative to the total flux: 0.0286
rough lattice constant 0.44 nm, rough branch width 4.0 meV
phonon dispersion shift at k_perfect: 6.09e-04 meV
doubled damping: |r| = 6.6583, new perfect kd = 1.8959, T at old k = 0.8225
carriers: 1e+17 1/cm3, mass 0.4 m_e, mobility 300.0 cm2/(V s)
carriers: plasma energy 18.57 meV, scattering 9.65 meV
carriers: |r| = 8.7291, T at old k = 0.9765
gap wider by 1 nm: T at old k = 0.9593
depth 1/(2k) of heat release in the plate: 4.456 nm
air pressure carrying the same heat: 22.92 Torr
```
